# How one slow boundary row delays exponential last-passage growth: a numerical check

```python
"""
Result under test: exponential last-passage growth on an N x N square, all
weights of rate 1 except one boundary row of rate r.  The corner-to-corner
passage time G obeys, for large N,
    G/N -> 1/(r(1-r))  if r < 1/2,     G/N -> 4  if r >= 1/2,
and for r < 1/2 the best path follows the row for a fraction 1-(r/(1-r))^2.
Times are in units of the inverse bulk rate unless seconds are stated.
The example is a layer filling a window, with r = exp(-barrier/(k T)).
"""
from itertools import combinations_with_replacement
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(20240611)


def limit_time(r):
    """Claimed passage time per site."""
    return 1 / (r * (1 - r)) if r < 0.5 else 4.0


def row_fraction(r):
    """Claimed fraction of the boundary row used by the best path."""
    return max(0.0, 1 - (r / (1 - r)) ** 2) if r < 0.5 else 0.0


def next_row(previous, weights):
    """Last-passage times of a row from those of the preceding row."""
    total = np.cumsum(weights, axis=-1)
    return total + np.maximum.accumulate(previous - total + weights, axis=-1)


def bulk_times_to_far_corner(size, samples):
    """Bulk passage time from each column of row 1 to the far corner."""
    times = np.cumsum(rng.standard_exponential((samples, size)), axis=1)
    for _ in range(size - 2):
        times = next_row(times, rng.standard_exponential((samples, size)))
    return times[:, ::-1]


def one_row_passage(bulk, unit_row, r):
    """Maximum over the column where the path leaves the boundary row."""
    score = np.cumsum(unit_row, axis=1) / r + bulk
    return score.max(axis=1), (score.argmax(axis=1) + 1) / bulk.shape[1]


def mean_fill_time(size, r, detach_ratio):
    """Exact mean first time at which a size x size box is full.
    State: filled length of each row; removal rate = detach_ratio * rate."""
    states = list(combinations_with_replacement(range(size, -1, -1), size))
    index = {state: n for n, state in enumerate(states)}
    rows, cols, values = [], [], []
    for state in states[1:]:
        here = index[state] - 1
        out = 0.0
        for j in range(size):
            rate = r if j == 0 else 1.0
            upper = size if j == 0 else state[j - 1]
            lower = state[j + 1] if j < size - 1 else 0
            moves = []
            if state[j] < upper:
                moves.append((1, rate))
            if detach_ratio > 0 and state[j] > lower:
                moves.append((-1, rate * detach_ratio))
            for change, speed in moves:
                new = state[:j] + (state[j] + change,) + state[j + 1:]
                out += speed
                if index[new] > 0:
                    rows.append(here)
                    cols.append(index[new] - 1)
                    values.append(-speed)
        rows.append(here)
        cols.append(here)
        values.append(out)
    count = len(states) - 1
    matrix = coo_matrix((values, (rows, cols)), shape=(count, count)).tocsc()
    return spsolve(matrix, np.ones(count))[-1]


# --- Corner map: joint Laplace transform of the outputs, symbolically -------
p, q, a, b, c = sp.symbols("p q a b c", positive=True)
low, gap, w = sp.symbols("low gap w", positive=True)
transform = 0
for I, J in ((low + gap, low), (low, low + gap)):
    difference = sp.expand(I - J)
    I_out = w + (gap if difference == gap else 0)
    J_out = w + (0 if difference == gap else gap)
    exponent = sp.expand(p * I + q * J + w + a * I_out + b * J_out + c * low)
    product = 1
    for variable in (low, gap, w):
        product *= exponent.coeff(variable)
    transform += p * q / product
independent = p / (p + a) * q / (q + b) / (1 + c)
assert sp.simplify((transform - independent).subs(q, 1 - p)) == 0
assert sp.simplify(transform - independent) != 0  # needs p + q = 1

# --- Stationary model: mean and variance by direct simulation --------------
rho, m, n, trials = 0.3, 12, 7, 40000
column = [np.zeros(trials)]
for _ in range(m):
    column.append(column[-1] + rng.standard_exponential(trials) / rho)
for _ in range(n):
    new = [column[0] + rng.standard_exponential(trials) / (1 - rho)]
    for i in range(1, m + 1):
        new.append(np.maximum(new[-1], column[i])
                   + rng.standard_exponential(trials))
    column = new
stationary_mean = column[m].mean()
stationary_formula = m / rho + n / (1 - rho)
stationary_error = column[m].std() / np.sqrt(trials)
assert abs(stationary_mean - stationary_formula) < 5 * stationary_error
top_variance = (column[m] - column[0]).var()
assert abs(top_variance / (m / rho**2) - 1) < 0.05

# --- Optimizations ----------------------------------------------------------
for x, y in ((1.0, 1.0), (0.3, 1.0), (2.0, 0.7)):
    best = minimize_scalar(lambda s: x / s + y / (1 - s),
                           bounds=(1e-6, 1 - 1e-6), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.fun - (np.sqrt(x) + np.sqrt(y)) ** 2) < 1e-7
t = np.linspace(0, 1, 200001)
bulk_shape = (1 + np.sqrt(1 - t)) ** 2
for r in (0.1, 0.25, 0.4, 0.49, 0.5, 0.8):
    by_row = t / r + bulk_shape
    assert abs(by_row.max() - limit_time(r)) < 1e-6
    assert abs(t[by_row.argmax()] - row_fraction(r)) < 1e-4
    if r < 0.5:
        by_column = t / (1 - r) + bulk_shape
        assert abs(by_column.max() - 4) < 1e-9

# --- Example inputs ---------------------------------------------------------
k_ev = constants.k / constants.e
temperature, barrier = 800.0, 0.10
spacing_nm, sites, kink_rate = 0.384, 500, 2000.0
drive_ev, lost_neighbour_ev = 0.30, 1.0
kt = k_ev * temperature
r_ex = np.exp(-barrier / kt)

# --- Large simulations on both sides of r = 1/2 -----------------------------
big, samples = 2000, 24
bulk = bulk_times_to_far_corner(big, samples)
unit_row = rng.standard_exponential((samples, big))
table = []
for r in (r_ex, 0.35, 0.5, 0.8):
    passage, left_at = one_row_passage(bulk, unit_row, r)
    per_site = passage.mean() / big
    error = passage.std(ddof=1) / np.sqrt(samples) / big
    table.append((r, per_site, error, left_at.mean()))
    # 2 percent covers sampling noise and the N^(-2/3) finite-size shift
    assert abs(per_site / limit_time(r) - 1) < 0.02
    if r != 0.5:  # at r = 1/2 the exit fraction vanishes only as N^(-1/3)
        assert abs(left_at.mean() - row_fraction(r)) < 0.06
bulk_full = bulk[:, 0].mean() / big
bulk_half = bulk[:, big // 2].mean() / big
assert abs(bulk_full / 4 - 1) < 0.025
assert abs(bulk_half / (1 + np.sqrt(0.5)) ** 2 - 1) < 0.025

# --- Growth process against path maximum, exact Markov chain ----------------
small = 5
exact_small = mean_fill_time(small, r_ex, 0.0)
small_bulk = bulk_times_to_far_corner(small, 100000)
small_row = rng.standard_exponential((100000, small))
small_times, _ = one_row_passage(small_bulk, small_row, r_ex)
small_error = small_times.std() / np.sqrt(len(small_times))
assert abs(small_times.mean() - exact_small) < 5 * small_error

# --- Example: finite window -------------------------------------------------
window_samples = 100
window_bulk = bulk_times_to_far_corner(sites, window_samples)
window_row = rng.standard_exponential((window_samples, sites))
window_times, _ = one_row_passage(window_bulk, window_row, r_ex)
plain_times, _ = one_row_passage(window_bulk, window_row, 1.0)
window_s = window_times / kink_rate
plain_s = plain_times / kink_rate
limit_s = limit_time(r_ex) * sites / kink_rate
plain_limit_s = 4 * sites / kink_rate
assert window_s.mean() > plain_s.mean()

# --- Effects left out of the model ------------------------------------------
detach = np.exp(-drive_ev / kt)
stretch = {size: mean_fill_time(size, r_ex, detach)
           / mean_fill_time(size, r_ex, 0.0) for size in (5, 7)}
fill = np.empty((sites, sites))
fill[0] = np.cumsum(rng.standard_exponential(sites)) / r_ex
for j in range(1, sites):
    fill[j] = next_row(fill[j - 1], rng.standard_exponential(sites))
edge_factor = np.exp(-lost_neighbour_ev / kt)
row_exposure = r_ex * fill[0, :-1].sum()
column_exposure = fill[:-1, 0].sum()
inner_exposure = np.abs(fill[1:, :-1] - fill[:-1, 1:]).sum()
one_nucleus_ev = kt * np.log(row_exposure + column_exposure)
counts, _ = np.histogram(fill, bins=20, range=(0, fill[-1, -1]))
peak_demand = counts.max() / counts.mean()


def coefficient(barrier_ev, kelvin):
    return limit_time(np.exp(-barrier_ev / (k_ev * kelvin)))


# --- Output -----------------------------------------------------------------
print(f"Stationary test: rho = {rho}, m = {m}, n = {n}")
print(f"  mean simulated {stationary_mean:.3f} +- {stationary_error:.3f}")
print(f"  mean from formula {stationary_formula:.3f}")
print(f"  top-line variance: simulated {top_variance:.1f}, "
      f"formula {m / rho**2:.1f}")
print(f"Large simulation: N = {big}, samples = {samples}")
for r, per_site, error, left_at in table:
    print(f"  r = {r:.4f}: G/N = {per_site:.3f} +- {error:.3f}, "
          f"limit {limit_time(r):.3f}")
    print(f"    row fraction = {left_at:.3f}, limit {row_fraction(r):.3f}")
print(f"  bulk only, full square: {bulk_full:.3f}, limit 4")
print(f"  bulk only, half width: {bulk_half:.3f}, "
      f"limit {(1 + np.sqrt(0.5))**2:.3f}")
print(f"Box of {small} x {small}: exact mean fill time {exact_small:.3f}")
print(f"  path maximum {small_times.mean():.3f} +- {small_error:.3f}")
print(f"Temperature = {temperature:.0f} K, kT = {kt:.4f} eV")
print(f"Extra barrier in the row = {barrier:.2f} eV, r = {r_ex:.4f}")
print(f"Threshold barrier kT ln 2 = {kt * np.log(2):.4f} eV")
print(f"Threshold temperature = {barrier / (k_ev * np.log(2)):.0f} K")
print(f"Window: {sites} sites of {spacing_nm} nm = "
      f"{sites * spacing_nm:.0f} nm")
print(f"Kink attachment rate = {kink_rate:.0f} per s")
print(f"Time per site over inverse rate = {limit_time(r_ex):.3f}")
print(f"Fill time, limit law: slow row {limit_s:.3f} s, "
      f"no slow row {plain_limit_s:.3f} s")
print(f"Fill time, simulated ({window_samples} windows): "
      f"slow row {window_s.mean():.3f} s")
print(f"  standard error {window_s.std(ddof=1) / window_samples**0.5:.3f} s, "
      f"window-to-window spread {window_s.std(ddof=1):.3f} s")
print(f"  no slow row {plain_s.mean():.3f} s, "
      f"spread {plain_s.std(ddof=1):.3f} s")
print(f"Detachment: driving energy {drive_ev:.2f} eV, ratio {detach:.4f}")
for size, value in stretch.items():
    print(f"  fill time factor in {size} x {size} box = {value:.4f}")
print(f"Edge nucleation: lost-neighbour energy {lost_neighbour_ev:.2f} eV, "
      f"factor {edge_factor:.2e}")
print(f"  expected nuclei: slow row {edge_factor * row_exposure:.3f}, "
      f"first column {edge_factor * column_exposure:.3f}")
print(f"  expected nuclei inside = {edge_factor * inner_exposure:.3f}")
print(f"  energy for one nucleus on the two edges = {one_nucleus_ev:.3f} eV")
print(f"Peak over mean demand for atoms (20 time bins) = {peak_demand:.2f}")
print(f"Time per site, barrier 0.08 eV: {coefficient(0.08, temperature):.3f}, "
      f"0.12 eV: {coefficient(0.12, temperature):.3f}")
print(f"Time per site at 775 K: {coefficient(barrier, 775.0):.3f}, "
      f"at 825 K: {coefficient(barrier, 825.0):.3f}")
print("success")
```

Printed output:

```
Stationary test: rho = 0.3, m = 12, n = 7
  mean simulated 49.933 +- 0.055
  mean from formula 50.000
  top-line variance: simulated 133.3, formula 133.3
Large simulation: N = 2000, samples = 24
  r = 0.2344: G/N = 5.567 +- 0.021, limit 5.572
    row fraction = 0.900, limit 0.906
  r = 0.3500: G/N = 4.397 +- 0.011, limit 4.396
    row fraction = 0.703, limit 0.710
  r = 0.5000: G/N = 3.988 +- 0.003, limit 4.000
    row fraction = 0.085, limit 0.000
  r = 0.8000: G/N = 3.976 +- 0.003, limit 4.000
    row fraction = 0.004, limit 0.000
  bulk only, full square: 3.974, limit 4
  bulk only, half width: 2.889, limit 2.914
Box of 5 x 5: exact mean fill time 26.466
  path maximum 26.487 +- 0.029
Temperature = 800 K, kT = 0.0689 eV
Extra barrier in the row = 0.10 eV, r = 0.2344
Threshold barrier kT ln 2 = 0.0478 eV
Threshold temperature = 1674 K
Window: 500 sites of 0.384 nm = 192 nm
Kink attachment rate = 2000 per s
Time per site over inverse rate = 5.572
Fill time, limit law: slow row 1.393 s, no slow row 1.000 s
Fill time, simulated (100 windows): slow row 1.396 s
  standard error 0.005 s, window-to-window spread 0.049 s
  no slow row 0.981 s, spread 0.008 s
Detachment: driving energy 0.30 eV, ratio 0.0129
  fill time factor in 5 x 5 box = 1.0064
  fill time factor in 7 x 7 box = 1.0065
Edge nucleation: lost-neighbour energy 1.00 eV, factor 5.02e-07
  expected nuclei: slow row 0.061, first column 0.063
  expected nuclei inside = 0.444
  energy for one nucleus on the two edges = 0.856 eV
Peak over mean demand for atoms (20 time bins) = 1.47
Time per site, barrier 0.08 eV: 4.648, 0.12 eV: 6.914
Time per site at 775 K: 5.758, at 825 K: 5.407
success
```
